# Why weak slip speeds spinodal dewetting but keeps its wavelength: test program

```python
# Result under test: Navier slip of length b multiplies the linear growth rate
# of a thin unstable film of thickness h by 1 + 3 b/h, and leaves the fastest
# wavelength unchanged as long as lubrication theory with weak slip holds.
# Symbols: A Hamaker constant (energy -A/(12 pi h^2) per area), gamma surface
# tension, eta viscosity, k wavenumber, kappa = k h, beta = b/h,
# q = k/k_m with k_m the fastest wavenumber of lubrication theory.
# Scaled film equation: thickness in h, length in 1/k_m, time in the no-slip
# growth time of the fastest mode.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.integrate import solve_ivp

# Rough typical inputs: short-chain polystyrene on a coated, oxidized wafer
h = 5e-9
b = 5e-9
A = 2e-20
gamma = 0.030
eta = 1e4
temperature = 393.0
beta = b / h
factor = 1 + 3 * beta


def stokes_mobility(kappa, slip):
    """eta*M/h^3 from the full linear Stokes problem across the film."""
    # state: vertical velocity w and its first three derivatives in z/h
    system = np.array([[0, 1, 0, 0], [0, 0, 1, 0], [0, 0, 0, 1],
                       [-kappa**4, 0, 2 * kappa**2, 0]], dtype=float)
    # no penetration and Navier slip at the wall leave two free constants
    wall = np.array([[0, 0], [slip, 0], [1, 0], [0, 1]], dtype=float)
    top = expm(system) @ wall
    shear = top[2] + kappa**2 * top[0]
    normal = top[3] - 3 * kappa**2 * top[1]
    free = np.linalg.solve(np.array([shear, normal]),
                           np.array([0.0, kappa**2]))
    return -(top[0] @ free) / kappa**2


# Lubrication limit of the Stokes problem
for slip in (0.0, 0.2, 1.0, 5.0):
    ratio = stokes_mobility(1e-3, slip) / stokes_mobility(1e-3, 0.0)
    assert abs(ratio / (1 + 3 * slip) - 1) < 1e-4


# First correction in kappa^2; next order is about 4*slip*kappa^2 smaller
def correction(slip):
    return 3 / 5 + 3 * slip + 4 * slip**2


for slip in (0.0, 0.5, 1.0, 2.0):
    measured = (1 / 3 + slip - stokes_mobility(0.01, slip)) / 1e-4
    assert abs(measured / correction(slip) - 1) < 0.01

# Strong slip: the mobility falls with k
for kappa in (0.01, 0.02, 0.03):
    law = 1000 / (1 + 4 * 1000 * kappa**2)
    assert abs(stokes_mobility(kappa, 1000.0) / law - 1) < 0.01


# Curvature of the energy by numerical differentiation (lengths in nm)
def curvature(energy_nm):
    return float(mp.diff(energy_nm, h * 1e9, 2)) * 1e18


def vdw_energy(x):
    return -A / (12 * mp.pi * (x * mp.mpf('1e-9'))**2)


phi2 = curvature(vdw_energy)
assert abs(phi2 / (-A / (2 * np.pi * h**4)) - 1) < 1e-6

k_m = np.sqrt(-phi2 / (2 * gamma))
kappa_m = k_m * h
wavelength = 4 * np.pi**1.5 * h**2 * np.sqrt(gamma / A)
time_no_slip = 48 * np.pi**2 * gamma * eta * h**5 / A**2
time_slip = time_no_slip / factor


# Dimensional maximum of the Stokes growth rate, slip absent and present
def stokes_peak(slip):
    def negative_rate(kappa):
        k = kappa / h
        mobility = stokes_mobility(kappa, slip) * h**3 / eta
        drive = -phi2 - gamma * k**2
        return -mobility * k**2 * drive * time_no_slip
    best = minimize_scalar(negative_rate, method='bounded',
                           bounds=(0.1 * kappa_m, 1.4 * kappa_m),
                           options={'xatol': 1e-10})
    return 2 * np.pi * h / best.x, -best.fun / time_no_slip


wave_stokes_0, rate_stokes_0 = stokes_peak(0.0)
wave_stokes_b, rate_stokes_b = stokes_peak(beta)
assert abs(wave_stokes_0 / wavelength - 1) < 0.01
assert abs(rate_stokes_0 * time_no_slip - 1) < 0.01
assert abs(wave_stokes_b / wavelength - 1) < 0.01
assert abs(rate_stokes_b * time_slip - 1) < 0.03
for slip, wave, rate in ((0.0, wave_stokes_0, rate_stokes_0),
                         (beta, wave_stokes_b, rate_stokes_b)):
    relative = correction(slip) / (1 / 3 + slip) * kappa_m**2
    assert abs((wave / wavelength - 1) / (relative / 4) - 1) < 0.05
    lost = 1 - rate * time_no_slip / (1 + 3 * slip)
    assert abs(lost / relative - 1) < 0.05

# Control: strong slip must lengthen the fastest wavelength
strong = 1000.0
c_strong = 4 * strong * kappa_m**2
stretch_law = ((np.sqrt(1 + 2 * c_strong) - 1) / c_strong)**-0.5
stretch_stokes = stokes_peak(strong)[0] / wavelength
assert abs(stretch_stokes / stretch_law - 1) < 0.01
assert stretch_stokes > 1.2


# Nonlinear film equation in conservative finite differences
def film_rhs(H, dx, slip):
    bend = (np.roll(H, -1) - 2 * H + np.roll(H, 1)) / dx**2
    pressure = H**-3 / 3 - bend / 2
    face = (H + np.roll(H, -1)) / 2
    flux = (face**3 + 3 * slip * face**2) * (np.roll(pressure, -1)
                                             - pressure) / dx
    return 2 * (flux - np.roll(flux, 1)) / dx


# Growth rates of many modes in a box eight fastest wavelengths long
points = 512
box = 16 * np.pi
x = np.arange(points) * box / points
mode_rates = {}
for slip in (0.0, beta):
    rates = []
    for n in range(1, 12):
        shape = np.cos(n * x / 8)
        change = film_rhs(1 + 1e-4 * shape, box / points, slip)
        rates.append(2 * np.mean(change * shape) / 1e-4)
    mode_rates[slip] = np.array(rates)
    q_modes = np.arange(1, 12) / 8
    expected = (1 + 3 * slip) * (2 * q_modes**2 - q_modes**4)
    assert np.max(np.abs(rates - expected)) < 0.02 * (1 + 3 * slip)
fastest_0 = int(np.argmax(mode_rates[0.0])) + 1
fastest_b = int(np.argmax(mode_rates[beta])) + 1
assert fastest_0 == fastest_b == 8


# Time for a 1 % ripple to thin the film locally to half its thickness
def half_time(slip, cells):
    dx = 2 * np.pi / cells
    start = 1 + 0.01 * np.cos(np.arange(cells) * dx)

    def reached(t, H):
        return np.min(H) - 0.5
    reached.terminal = True
    run = solve_ivp(lambda t, H: film_rhs(H, dx, slip), (0, 20), start,
                    method='BDF', events=reached, rtol=1e-7, atol=1e-9)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


half_0, half_b = half_time(0.0, 80), half_time(beta, 80)
half_0_coarse, half_b_coarse = half_time(0.0, 40), half_time(beta, 40)
half_ratio = half_0 / half_b
half_shift = half_ratio / (half_0_coarse / half_b_coarse) - 1
assert abs(half_shift) < 0.01
assert abs(half_0 / half_0_coarse - 1) < 0.02
# the local slip factor varies during thinning, so only closeness is claimed
assert abs(half_ratio / factor - 1) < 0.15

# Neglected effects, sized with rough inputs
coat = 1.0  # coating thickness in nm, Hamaker constant half of A


def coated_energy(x):
    unit = mp.mpf('1e-9')
    return -(A / 2) / (12 * mp.pi) * (1 / (x * unit)**2
                                      + 1 / ((x + coat) * unit)**2)


coated_stretch = np.sqrt(phi2 / curvature(coated_energy))

uv_frequency, index = 2e16, 1.6  # rad/s and refractive index
delay_per_nm = 2 * index * uv_frequency / const.c * 1e-9


def retarded_energy(x):
    r = delay_per_nm * x
    return vdw_energy(x) * (1 + r) * mp.exp(-r)


retarded_ratio = curvature(retarded_energy) / phi2

thermal = const.k * temperature
k_short = 2 * np.pi / 1e-9
roughness = np.sqrt(thermal / (2 * np.pi * gamma)
                    * np.log(k_short / (np.sqrt(2) * k_m)))

# Noise-driven spectrum after three growth times, from a smooth start
q = np.linspace(0.5, 1.5, 1001)
growth = 2 * q**2 - q**4
noise = solve_ivp(lambda t, S: 2 * growth * S + q**2, (0, 3),
                  np.zeros_like(q), rtol=1e-8, atol=1e-10)
noise_wave = 1 / q[np.argmax(noise.y[:, -1])]

density, molar_mass = 1000.0, 2.0  # kg/m3 and kg/mol
modulus = density * const.R * temperature / molar_mass
relaxation = eta / modulus
deborah = relaxation / time_slip
inertia = density * h**2 / (eta * time_slip)

# WLF viscosity law with rough polystyrene constants, 60 K above glass point
wlf_1, wlf_2, above_glass = 13.7, 50.0, 60.0
needed = wlf_1 * above_glass / (wlf_2 + above_glass) + np.log10(factor)
false_heating = needed * wlf_2 / (wlf_1 - needed) - above_glass

print(f"thickness h = {h*1e9:.1f} nm, slip length b = {b*1e9:.1f} nm")
print(f"Hamaker constant A = {A:.1e} J, temperature = {temperature:.0f} K")
print(f"surface tension = {gamma*1e3:.0f} mN/m, viscosity = {eta:.0e} Pa s")
print(f"energy curvature phi'' = {phi2:.3e} J/m^4")
print(f"fastest wavenumber k_m = {k_m*1e-9:.5f} 1/nm")
print(f"k_m h = {kappa_m:.4f}, b h k_m^2 = {beta*kappa_m**2:.5f}")
print(f"fastest wavelength, lubrication = {wavelength*1e9:.1f} nm")
print(f"growth time without slip = {time_no_slip:.0f} s")
print(f"growth time with slip = {time_slip:.0f} s")
print(f"speed-up 1+3b/h = {factor:.3f}")
print(f"plug share of the flux = {3*beta/factor:.3f}")
print(f"Stokes wavelength, no slip = {wave_stokes_0*1e9:.2f} nm")
print(f"Stokes wavelength, slip = {wave_stokes_b*1e9:.2f} nm")
print(f"Stokes speed-up = {rate_stokes_b/rate_stokes_0:.4f}")
print(f"fastest mode number in box: no slip {fastest_0}, slip {fastest_b}")
print("b (nm) | 1+3b/h | Stokes speed-up | Stokes wavelength (nm)")
for b_nm in (0, 1, 5, 50, 500, 5000):
    slip = b_nm * 1e-9 / h
    wave, rate = stokes_peak(slip)
    print(f"{b_nm:5d} | {1+3*slip:8.2f} | {rate/rate_stokes_0:8.2f}"
          f" | {wave*1e9:8.1f}")
print(f"strong slip b = {strong*h*1e9:.0f} nm: c = {c_strong:.3f}")
print(f"strong-slip stretch: law {stretch_law:.4f},"
      f" Stokes {stretch_stokes:.4f}")
print(f"1 % ripple to half thickness, no slip = {half_0*time_no_slip:.0f} s")
print(f"1 % ripple to half thickness, slip = {half_b*time_no_slip:.0f} s")
print(f"ratio of these times = {half_ratio:.3f}")
print(f"ratio shift, 40 to 80 cells = {100*half_shift:.3f} %")
print(f"1 nm coating with A/2: wavelength times {coated_stretch:.3f}")
print(f"retardation: phi'' times {retarded_ratio:.3f}"
      f" (UV {uv_frequency:.0e} rad/s, index {index})")
print(f"thermal roughness = {roughness*1e9:.2f} nm")
print(f"noise peak after 3 growth times: wavelength times {noise_wave:.3f}")
print(f"molar mass = {molar_mass:.1f} kg/mol, density = {density:.0f} kg/m3")
print(f"polymer relaxation time = {relaxation:.1e} s")
print(f"relaxation time / growth time with slip = {deborah:.1e}")
print(f"inertia / viscous stress = {inertia:.1e}")
print(f"WLF constants {wlf_1}, {wlf_2:.0f} K; {above_glass:.0f} K above glass")
print(f"heating that imitates the slip speed-up = {false_heating:.1f} K")
print("all assertions hold")
```

Output:

```
thickness h = 5.0 nm, slip length b = 5.0 nm
Hamaker constant A = 2.0e-20 J, temperature = 393 K
surface tension = 30 mN/m, viscosity = 1e+04 Pa s
energy curvature phi'' = -5.093e+12 J/m^4
fastest wavenumber k_m = 0.00921 1/nm
k_m h = 0.0461, b h k_m^2 = 0.00212
fastest wavelength, lubrication = 682.0 nm
growth time without slip = 1110 s
growth time with slip = 278 s
speed-up 1+3b/h = 4.000
plug share of the flux = 0.750
Stokes wavelength, no slip = 682.63 nm
Stokes wavelength, slip = 684.02 nm
Stokes speed-up = 3.9674
fastest mode number in box: no slip 8, slip 8
b (nm) | 1+3b/h | Stokes speed-up | Stokes wavelength (nm)
    0 |     1.00 |     1.00 |    682.6
    1 |     1.60 |     1.60 |    682.9
    5 |     4.00 |     3.97 |    684.0
   50 |    31.00 |    28.64 |    696.3
  500 |   301.00 |   172.81 |    784.2
 5000 |  3001.00 |   438.73 |   1104.0
strong slip b = 5000 nm: c = 8.488
strong-slip stretch: law 1.6186, Stokes 1.6188
1 % ripple to half thickness, no slip = 3609 s
1 % ripple to half thickness, slip = 880 s
ratio of these times = 4.101
ratio shift, 40 to 80 cells = -0.004 %
1 nm coating with A/2: wavelength times 1.162
retardation: phi'' times 0.977 (UV 2e+16 rad/s, index 1.6)
thermal roughness = 0.42 nm
noise peak after 3 growth times: wavelength times 0.957
molar mass = 2.0 kg/mol, density = 1000 kg/m3
polymer relaxation time = 6.1e-03 s
relaxation time / growth time with slip = 2.2e-05
inertia / viscous stress = 9.0e-21
WLF constants 13.7, 50 K; 60 K above glass
heating that imitates the slip speed-up = 11.8 K
all assertions hold
```
